Do many minibands in a twisted-bilayer supercell prove moire coupling?

**Question**

I have a tight-binding calculation for two graphene layers twisted by 9.43 degrees. The common supercell has 148 atoms, so there are 148 bands. Within 2 eV of zero energy I find 17 levels at a single generic momentum, where an untwisted pair of layers has at most four bands in all. The bands zigzag across the small Brillouin zone with narrow spacings between them. I took this as evidence that the moire pattern had reconstructed the electronic structure.

Then I set all interlayer hopping to zero, keeping the atoms and the supercell fixed. At the same momentum there are still 16 levels in that window, and the plot looks much the same. How can two layers that do not talk to each other have minibands? And what in such a plot would show that they are coupled?

**Answer**

The minibands in your second plot are the bands of two separate graphene sheets, drawn in a small Brillouin zone. To see what that drawing can and cannot change, follow one monolayer state into the supercell description.

**The common cell**

Let a1 and a2 be primitive vectors of layer 1, of length a and 60 degrees apart, and let a1' and a2' be those of layer 2. For integers m and n, the squared length of n a1 + m a2 is

a²(n² + nm + m²),

because a1·a2 = a²/2. Exchanging m and n leaves this length unchanged, so a suitable twist makes the two vectors coincide:

L1 = n a1 + m a2 = m a1' + n a2'.

The second supercell vector L2 is L1 turned by 60 degrees. It belongs to both layers, since that turn maps each triangular lattice onto itself. The supercell therefore contains

N = n² + nm + m²

primitive cells of each layer. Your case is m = 3, n = 4, so N = 16 + 12 + 9 = 37. With two atoms per cell and two layers there are 4N = 148 orbitals, taking one orbital per atom. With a = 2.46 angstrom, the period is 2.46 × √37 = 14.96 angstrom, or 1.496 nm.

**What folding does**

I use ħ = 1 in the algebra. "Decoupled" means that the Hamiltonian has no matrix elements between the layers, and that each layer keeps the periodicity of its own primitive lattice:

H = H1 ⊕ H2.

A Bloch state of layer l with momentum p gains the phase exp(ip·R) under a translation by any lattice vector R of that layer. A supercell vector L is one of these vectors. Write p = k + G, where G is a reciprocal vector of the supercell, so that G·L is a multiple of 2π. Then

exp(ip·L) = exp(ik·L) exp(iG·L) = exp(ik·L).

The monolayer state is therefore already a supercell Bloch state at k. Nothing has been done to it except to rename its momentum.

We must still check that no supercell states are missing. The primitive Brillouin zone of a layer has N times the area of the supercell zone, so N vectors G are distinct modulo the layer's own reciprocal lattice. They give N different layer momenta, each with two bands, hence 2N mutually orthogonal states. The supercell block of one layer has dimension 2N, so the set is complete. For both layers together,

levels at k = all E_l,b(k + G), with l = 1, 2, b = 1, 2 and N values of G.

Three consequences follow.

First, group velocities are unchanged. A branch with fixed labels has energy ε(k) = E_l,b(k + G). Since G is constant,

∇_k ε(k) = ∇_p E_l,b(p) at p = k + G.

Second, crossings remain crossings. Two branches from different layers have no matrix element between them by assumption. Two from the same layer are different eigenstates of H_l, so H_l does not connect them either.

Third, an energy is absent from the combined spectrum if and only if it is absent from both layers. Folding creates no energy gap. A gap that one layer already has may be filled by the other.

Plotting software often sorts levels by energy at each k, and this can disguise the second point. If branches 1 and 2 cross, the lower sorted curve is min(ε1, ε2). It follows one branch up to the crossing and the other beyond it, so it has a kink. The change of slope is a change of label, not an acceleration or slowing of either state.

**Check with layers that do have gaps**

For one graphene layer, let δ1, δ2, δ3 point from an A atom to its three B neighbours, and define

f(k) = Σ_j exp(ik·δ_j).

Nearest-neighbour hopping −t gives the off-diagonal element −t f. The six second neighbours are at δ_i − δ_j with i ≠ j. Since

|f|² = Σ_ij exp[ik·(δ_i − δ_j)] = 3 + (sum over the six second neighbours),

a second-neighbour hopping t2 contributes t2(|f|² − 3) on both sublattices. Add a layer potential u and a sublattice potential +M on A, −M on B. The 2 × 2 matrix has the common diagonal part u + t2(|f|² − 3), and the rest squares to M² + t²|f|². Hence

E± = u + t2(|f|² − 3) ± √(M² + t²|f|²).

Differentiation gives the velocity

v± = [t2 ± t²/(2√(M² + t²|f|²))] ∇|f|²,

with ∇|f|² = 2 Re(f* ∇f) and ∇f = i Σ_j δ_j exp(ik·δ_j).

I compared these formulas with direct diagonalization of the 148-orbital matrix, built from interatomic distances with interlayer hopping off. To make the layers unequal, I used u = 0.10 eV, M = 0.40 eV in layer 1 and u = −0.05 eV, M = 0.30 eV in layer 2, with t = 2.7 eV and t2 = 0.1 eV. At three generic momenta the largest difference in any level was 9 × 10⁻¹⁵ eV, and in any velocity component 3 × 10⁻¹⁴ eV angstrom. That is rounding error.

With t2 set to zero, the band edges are u ± M, reached where f = 0. Layer 1 has a gap from −0.30 to 0.50 eV and layer 2 from −0.35 to 0.25 eV. Their overlap runs from −0.30 to 0.25 eV. The supercell levels, sampled at the two layers' Dirac points and twelve other momenta, gave these same edges. The folded gap is 0.55 eV wide, narrower than either layer's own gap.

**Why the number of bands says so little**

You can increase the number of bands without touching a single atom. Double the supercell along L1. If B1 is the reciprocal vector paired with L1, the larger cell also has B1/2 as a reciprocal vector. Its levels at k are therefore the old levels at k together with those at k + B1/2. Diagonalization confirms this: there are now 296 bands, and the count within 2 eV at your generic momentum rises from 16 to 30.

We can estimate that count. Near a Dirac point K of unrotated graphene, K = (4π/(3a), 0), the three phase factors in f are exp(2πi/3), exp(−2πi/3) and 1, for bonds (a/2, a/(2√3)), (−a/2, a/(2√3)) and (0, −a/√3). They sum to zero. To first order in q = k − K,

f ≈ i[(a/2)(i√3) q_x − (√3a/2) q_y] = −(√3a/2)(q_x + i q_y).

So E± ≈ ± v|q| for u = M = t2 = 0, with v = √3 a t/2 = 0.8660 × 2.46 × 2.7 = 5.752 eV angstrom. States with |E| < W occupy an area π(W/v)² around each Dirac point. The supercell zone has area (2π)²/A, where A is the supercell area. With two layers, two valleys and two signs of energy, the mean number of levels per k is

8π(W/v)² / [(2π)²/A] = 2AW²/(πv²).

Here A = (√3/2)(14.96)² = 194 square angstrom. For W = 2 eV the result is about 15, close to the 16 you found, although a linear cone is rough at that energy. The count grows with the cell area A and contains no interlayer coupling. Switching the coupling on changes it from 16 to 17 at this momentum: a net gain of one level in the window, which by itself identifies no mechanism.

**What coupling does at a crossing**

Now let interlayer hopping connect two monolayer states with energies E1 and E2 through a matrix element V. Define

Ē = (E1 + E2)/2, D = (E1 − E2)/2, R = √(D² + |V|²).

If other states are far enough away, the matrix is

[ Ē + D, V ]
[ V*, Ē − D ].

Its characteristic equation is (E − Ē)² − D² − |V|² = 0, so

E± = Ē ± R.

At the crossing D = 0 and the splitting is 2|V|. If V varies slowly with k, then ∇R = D∇D/R. With v1 and v2 the layer velocities,

v± = (v1 + v2)/2 ± (D/R)(v1 − v2)/2.

The states mix as well. Let c1 and c2 be the amplitudes of the upper state. The first row gives (R − D)c1 = V c2. Taking squared magnitudes and using |V|² = (R − D)(R + D),

(R − D)|c1|² = (R + D)|c2|².

Together with |c1|² + |c2|² = 1 this yields

|c1|² = (R + D)/(2R).

At the crossing each layer carries half the weight, and both levels have the average velocity in any direction along which |V| is nearly constant. Where it is not, ∇R = ∇|V| at D = 0, and the two velocities are (v1 + v2)/2 ± ∇|V|. Far from it, say for D much larger than |V|, R ≈ D + |V|²/(2D). The upper state is then nearly the original layer-1 state, with nearly its original velocity. Coupling can therefore be real and still leave much of the plot looking folded.

**The crossing in your bilayer**

Turn layer 1 by +θ/2 and layer 2 by −θ/2. Their neighbouring Dirac points K1 and K2 are separated by

2|K| sin(θ/2) = 2 × 1.703 × sin(4.715°) = 0.280 1/angstrom.

The midpoint (K1 + K2)/2 is equally placed relative to the two cones, so the layer energies agree there. The monolayer formula gives 0.792 eV, a little below the linear estimate 5.752 × 0.140 = 0.805 eV. Moving towards K1, the layer-1 energy falls and the layer-2 energy rises, with slopes −5.548 and +5.548 eV angstrom.

Four levels meet here, not two. Time reversal supplies states of equal energy at minus the midpoint. The two momenta differ by K1 + K2, and this is a supercell reciprocal vector. To see it, use K·a1 = 4π/3 and K·a2 = 2π/3:

(K1 + K2)·L1/(2π) = (2n + m)/3 + (2m + n)/3 = n + m,
(K1 + K2)·L2/(2π) = (n − m)/3 + (m − n)/3 = 0.

The second line uses the 60-degree turn a1 → a2, a2 → a2 − a1. Both results are integers, so the other valley folds onto the same point. With hopping off, the four computed levels coincide to 2 × 10⁻¹⁵ eV.

With the full interlayer hopping on, the matrix element between the two layer states at the midpoint is |V| = 0.1085 eV. The comparison is then:

- The four levels separate into two pairs, at 0.683 and 0.898 eV. The splitting is 0.2155 eV, against 2|V| = 0.2169 eV. The difference, under 1 percent of 2|V|, comes from states that the two-level matrix omits.
- The slopes of ±5.548 eV angstrom along the line are replaced by zero within rounding. The two-level average (v1 + v2)/2 is also zero, but the exact zero is fixed by symmetry: a twofold rotation about the in-plane axis through the midpoint exchanges the layers and reverses the direction along the line, so it is not a test of the two-level model. Across the line |V| is not constant. It changes at about 0.60 eV angstrom, so within one valley the common layer slope of 0.84 eV angstrom becomes 0.25 for the lower level and 1.44 for the upper. The splitting falls to about 0.09 eV at 0.1 1/angstrom towards the centre of the layers' own Brillouin zone and rises to about 0.27 eV at the same distance outwards.
- A layer-1 Bloch state at the midpoint, formerly contained wholly in the four degenerate levels, now has weight 0.492 in the lower pair and 0.491 in the upper. The remaining 0.017 lies in other levels.

Within each pair the levels differ by no more than about 4 × 10⁻⁶ eV. Without mixing between valleys, time reversal would make them equal, so this tiny number reflects intervalley mixing in the model as computed, with interlayer hopping cut off at 7 angstrom. Its size should not be read as a property of real graphene.

I also tested the two-level formulas away from exact degeneracy. With the interlayer hopping scaled to 2 percent of its full value, and a momentum 0.0004 1/angstrom from the midpoint, |D| and |V| are both about 0.0022 eV. The splitting agreed with 2R to within 1 percent, and the slopes agreed to within 2 percent of the layer slope.

Along the line joining the two Dirac points, the strongly altered region is narrow. The condition |D| = |V| is met there at a distance of about 0.1085/5.548 = 0.020 1/angstrom from the midpoint, or 7 percent of the separation between the Dirac points on either side.

**The Dirac points are less revealing here**

At K1, the linear estimate puts the layer-2 states of the same valley near ±5.752 × 0.280 = ±1.61 eV; the full monolayer formula gives ±1.55 eV. That is far compared with |V|. The layer-2 Dirac point of the other valley also folds onto K1, at zero energy, but its direct coupling to the layer-1 Dirac states is negligible here. The coupling therefore acts through distant states. Diagonalization gives a Dirac velocity of 5.487 eV angstrom, compared with 5.752 when decoupled. Converted, these are 8.34 × 10⁵ and 8.74 × 10⁵ m/s, a reduction of 4.6 percent. This would be easy to overlook in a plot, though the same coupling splits the midpoint by more than 0.2 eV.

The division into distant and nearby states fails at small twist. If we hold |V| and v fixed, the crossing energy vΔK/2 falls to |V| when ΔK = 2 × 0.1085/5.752 = 0.038 1/angstrom. Dividing by |K| gives an angle of about 0.022 rad, or 1.3 degrees. Around and below such angles many folded states mix together, and one isolated crossing is no longer an adequate model. The model weakens well before that: at 3 degrees the crossing energy is only about 2.4 times |V|, so other states already take a sizeable share.

**A spacing that is not an anticrossing**

Suppose the decoupled layers have a potential difference of 0.10 eV, with +0.05 eV on layer 1 and −0.05 eV on layer 2. At the old midpoint the levels are now 0.10 eV apart. This looks like a splitting, but the crossing has moved. With q measured towards K1,

−5.548 q + 0.05 = 5.548 q − 0.05,

so q = 0.10/11.096 = 0.0090 1/angstrom. At that momentum the two levels from the supercell matrix again coincide to rounding error. A spacing at one chosen k cannot distinguish a displaced crossing from a coupled one.

A coarse k mesh can mislead in a similar way. If the points are 0.01 1/angstrom apart, the nearest one may miss the crossing by 0.005. The apparent spacing is then up to 11.1 × 0.005 = 0.055 eV with no coupling at all. Refining the mesh makes this spacing shrink towards zero, while a true anticrossing approaches a finite value.

**How to read your two plots**

Keep the supercell, the atomic positions and the in-layer parameters fixed, and overlay the result with interlayer hopping off on the result with it on. Find places where branches from different layers cross in the decoupled plot. Then look for a splitting that survives a finer mesh, for changed slopes beside it, and for monolayer Bloch weight divided between the separated levels. These features respond to V; the number of bands is set by the cell.

Two limits apply to this diagnosis. A crossing that stays closed does not prove that the layers are decoupled. Suppose a symmetry S commutes with H, and the crossing states have different eigenvalues s1 and s2 of S. Evaluating ⟨1|HS|2⟩ = ⟨1|SH|2⟩ gives (s2 − s1)⟨1|H|2⟩ = 0, so V vanishes however large the interlayer hopping is elsewhere. Conversely, an anticrossing at one momentum is not yet an energy gap of the whole bilayer, because states at other momenta may fill the interval.

Interlayer hopping is also not the sole way for a moire pattern to act. If one layer imposes a supercell-periodic potential or strain on the other, the second layer loses its primitive periodicity. States at p and p + G within that one layer can then mix, and the same two-level algebra applies with V replaced by their matrix element. My statement about folding assumes that this effect is absent too.

**How close is this to a real bilayer?**

The parameters are rough typical values for graphene: a hopping near 3 eV and an interlayer matrix element near 0.1 eV. The model's Dirac velocity is somewhat below the rough figure of 10⁶ m/s often used for graphene. The assumption that a real, closely stacked bilayer breaks is the decoupling itself; in this model, restoring the hopping produces the 0.2155 eV splitting and the 4.6 percent velocity reduction above. Second-neighbour hopping matters less to the crossing. A value of 0.1 eV raises the crossing energy by t2|f|² = 0.1 × (0.792/2.7)² = 0.0086 eV relative to the Dirac energy and steepens the slopes by 2t2|f|/t = 2.2 percent, but leaves the decoupled crossing closed. At 300 K the thermal energy kT is 0.0259 eV. The thermal smearing of the Fermi function has a width of about 3.5 kT, or 0.09 eV. This is less than half the coupled splitting, so thermal smearing alone would not hide it. I have not estimated disorder broadening, lattice relaxation, orbital overlap or electron interactions, and each could change the numbers. The main computed values are in the numerical output below.

Computed values

```
lattice constant a = 2.46 angstrom
hopping t = 2.70 eV, layer distance = 3.35 angstrom
interlayer sigma hopping = 0.48 eV
interlayer decay length = 0.4526 angstrom
interlayer in-plane cutoff = 7.0 angstrom
cell integers m, n = 3, 4; cells per layer N = 37
twist angle = 9.430 degrees
moire period = 14.964 angstrom = 1.4964 nm
atoms = bands in moire cell: 148
bands in doubled cell: 296
generic k = (0.0731, 0.0417) 1/angstrom
levels within +-2.0 eV at generic k:
  moire cell, decoupled: 16
  moire cell, coupled: 17
  doubled cell, decoupled: 30
unequal layers: largest level error = 8.9e-15 eV
  largest velocity error = 2.6e-14 eV angstrom
  layer 1: u = 0.10 eV, mass = 0.40 eV
  layer 1 gap: -0.30 to 0.50 eV
  layer 2: u = -0.05 eV, mass = 0.30 eV
  layer 2 gap: -0.35 to 0.25 eV
  folded bilayer gap: -0.30 to 0.25 eV
  folded bilayer gap width = 0.55 eV
Dirac point separation = 0.2799 1/angstrom
crossing energy at midpoint = 0.7923 eV
decoupled spread of 4 levels = 1.6e-15 eV
decoupled slope, layer 1 = -5.5484 eV angstrom
decoupled slope, layer 2 = 5.5484 eV angstrom
coupling element |V| = 0.1085 eV
two-level splitting 2|V| = 0.2169 eV
computed splitting, full coupling = 0.2155 eV
coupled pair energies = 0.6829, 0.8984 eV
largest coupled slope = 6.7e-14 eV angstrom
layer-1 weight in lower, upper pair = 0.492, 0.491
layer-1 weight in the 4 decoupled levels = 1.000
Dirac velocity, decoupled = 5.7521 eV angstrom
  = 8.739e+05 m/s
Dirac velocity, coupled = 5.4871 eV angstrom
  = 8.336e+05 m/s; ratio = 0.9539
layer bias = 0.10 eV, decoupled:
  spacing at old midpoint = 0.1000 eV
  crossing moved by 0.00901 1/angstrom
  spacing at moved crossing = 4.4e-15 eV
second-neighbour hopping t2 = 0.10 eV:
  crossing shift from Dirac energy = 0.0086 eV
  relative slope change = 0.0217
intervalley splitting, coupled = 4.1e-06 eV
thermal energy at 300 K = 0.0259 eV
coupling splitting / thermal energy = 8.33
```
